What the Slope of a Deep-Level Arrhenius Plot Measures

**Question.** A trap in a semiconductor emits electrons at a rate e set by its Gibbs free energy of ionization. Why, then, does a plot of ln(e/T²) against 1/kT yield the ionization enthalpy plus any capture barrier, and not that free energy?

**Answer.** The size of a rate and its response to temperature carry different information. The free energy helps to fix the size. The slope records how the logarithm of the rate changes as the crystal is warmed, and the free energy itself changes during the warming.

Suppose that ionization loosens the bonds around the trap. The ionized state then has more accessible vibrational states, and its entropy is higher. This favours emission, but a constant entropy favours it by the same factor at every temperature. A constant factor moves the Arrhenius line up without tilting it. What tilts the line is energy that must be drawn from the heat bath.

A capture barrier is such an energy. Emission is capture run backwards. If a free electron can enter the trap only after the lattice has been distorted, an electron leaving by the same path needs that distortion too. The barrier therefore appears in the emission slope, although it is no part of the energy difference between the two end states.

**From equilibrium to the emission rate**

Consider an electron trap that exchanges electrons with the conduction band. Let G_f and G_e be the free energies of the filled and empty trap, including vibrations and electronic degeneracies, and let E_c be the band edge. The free energy of ionization is

ΔG = G_e + E_c − G_f = ΔH − TΔS.

If g_f and g_e are the degeneracies of the filled and empty trap, ΔS contains the term k ln(g_e/g_f).

Filling a trap takes one electron from a reservoir of chemical potential μ. The equilibrium ratio of filled to empty traps is therefore

N_f/N_e = exp[−(G_f − G_e − μ)/kT] = exp[(μ − E_c + ΔG)/kT].

For a nondegenerate band the free-electron density is

n = N_c exp[(μ − E_c)/kT],

where N_c is the effective density of states. Each empty trap captures at the rate σvn. Here v is the mean thermal speed, and the cross section σ is defined as the thermally averaged capture coefficient divided by v. In equilibrium, emission balances capture:

e N_f = σvn N_e.

Dividing by N_f and inserting the two equilibrium expressions gives

e = σvN_c exp[(μ − E_c)/kT] exp[−(μ − E_c + ΔG)/kT]
  = σvN_c exp(−ΔG/kT).

The chemical potential has cancelled. Using this rate in a depleted junction, where there is no equilibrium with free electrons, assumes that the lattice is still thermal and that the field does not alter emission.

**Why the rate is divided by T²**

In a parabolic band the density of states grows as √ε, with ε measured from the band edge. Since

∫₀^∞ √ε exp(−ε/kT) dε = (√π/2)(kT)^(3/2),

N_c is proportional to T^(3/2). The mean speed is proportional to T^(1/2). With temperature-independent masses,

vN_c = γT²,
e/T² = γσ exp(−ΔG/kT).

Now write β = 1/kT and differentiate:

−d ln(e/T²)/dβ = −d ln σ/dβ + d(βΔG)/dβ.

For the last term, T = 1/(kβ) gives dT/dβ = −kT². Hence

d(βΔG)/dβ = ΔG + β(dΔG/dT)(−kT²)
          = ΔG − T dΔG/dT.

At constant pressure dΔG/dT = −ΔS, so this is ΔG + TΔS = ΔH. The slope energy is

E_app = ΔH(T) + E_σ(T),  E_σ = −d ln σ/dβ.

This local result does not require ΔH or ΔS to be constant. Geometrically, ΔH is the value at which the tangent to ΔG(T) meets the axis T = 0. A straight Arrhenius line does require E_app to be nearly constant over the range plotted.

If σ = σ∞ exp(−E_B/kT), then E_σ = E_B, the capture barrier. If instead σ is proportional to T^(−m), then

E_σ = kT² d ln σ/dT = −mkT.

The added term can thus be negative, and it need not be the height of a barrier.

With constant ΔH, ΔS and E_B the whole line reads

ln(e/T²) = ln(γσ∞) + ΔS/k − (ΔH + E_B)/kT.

The entropy sits in the intercept. The cross section read from that intercept is σ_app = σ∞ exp(ΔS/k), which is not the cross section at the measuring temperature.

**A vibrational model with the same free energy and two slopes**

A one-mode model shows how a capture activation arises without being put in by hand. In a mass-weighted coordinate Q, the filled and ionized states have the potentials

V_f = ½ω_f²Q²,
V_i = E₀ + ½ω_i²(Q − Q₀)².

Take ħω_f = 30 meV, ħω_i = 20 meV and E₀ = 0.400 eV. The partition function of an oscillator is 1/[2 sinh(ħω/2kT)], so

ΔG = E₀ + kT ln[sinh(ħω_i/2kT)/sinh(ħω_f/2kT)],
ΔH = E₀ + ½ħω_i coth(ħω_i/2kT) − ½ħω_f coth(ħω_f/2kT).

At 200 K these give ΔG = 0.3918 eV and ΔH = 0.3977 eV. Neither depends on the displacement Q₀.

The transition rates do depend on Q₀. Let E_n and E′_m be the filled and ionized vibrational levels, the latter including E₀, and let M_mn be the overlap of their wave functions. A transition frees an electron of kinetic energy ε = E_n − E′_m > 0. With a constant electronic factor A, band density of states D(ε) and partition functions Z_f and Z_i,

e = (A/Z_f) Σ |M_mn|² D(ε) exp(−E_n/kT),
c = [A/(N_cZ_i)] Σ |M_mn|² D(ε) exp[−(E′_m + ε)/kT],

where c = σv is the capture coefficient. Because E′_m + ε = E_n, the two sums are identical, and e = cN_cZ_i/Z_f. This is detailed balance again, now with a σ(T) that follows from the lattice motion.

The displacement is specified by the relaxation energy λ = ½ω_f²Q₀². The overlaps were found by diagonalizing the ionized Hamiltonian in 240 oscillator states, and the slopes by central differences in temperature. At 200 K:

λ = 0.06 eV: E_σ = 0.0374 eV, E_app = 0.4351 eV.
λ = 0.30 eV: E_σ = −0.0070 eV, E_app = 0.3908 eV.

The exact values depend on E₀, because a single undamped mode gives the electron only discrete energies. Moving E₀ by up to 8 meV either way takes E_σ from about 0.035 to 0.043 eV in the first case and from about −0.020 to −0.003 eV in the second. The signs do not change.

With ΔG and ΔH held fixed, the slope energy has moved by 44 meV. No formula containing ΔG alone could describe both cases.

The lower of the two crossings of the potentials lies 0.0929 eV above the ionized minimum in the first case and 0.0034 eV above it in the second. For classical nuclei and slow electrons, the chance of finding the lattice at the crossing varies as T^(−1/2) exp(−E_cross/kT). Division by v supplies another T^(−1/2), so that E_σ = E_cross − kT. With kT = 0.0172 eV this gives 0.0757 and −0.0138 eV. The classical estimate has the right signs but not the right sizes. It cannot be relied on for sizes here, because classical nuclei require kT to be well above the vibrational quanta, whereas ħω_i and ħω_f both exceed kT.

**A silicon example**

Take a deep acceptor in n-type silicon, in the rough regime of divacancy-like damage left by implantation and a mild anneal. The chosen parameters are ΔH = 0.400 eV, ΔS = 3k, E_B = 0.050 eV and σ∞ = 1.0×10⁻¹⁵ cm².

Rough silicon masses are 0.92 along and 0.19 across each valley, in units of the free-electron mass. Six valleys give a density-of-states mass

m_d = (36 × 0.92 × 0.19²)^(1/3) = 1.061.

The conductivity mass, used for the mean speed, is

m_c = 3/(1/0.92 + 2/0.19) = 0.258.

With N_c = 2(2πm_d kT/h²)^(3/2) and v = √(8kT/πm_c), the band factor is γ = 6.455×10²¹ cm⁻² s⁻¹ K⁻².

In deep-level transient spectroscopy the capacitance is compared at two times after a filling pulse. For times t₁ and 5t₁ the signal is proportional to

s = exp(−et₁) − exp(−5et₁).

At its maximum ds/de = 0, so 5 exp(−5et₁) = exp(−et₁), and therefore

e = ln 5/(4t₁).

For t₁ = 5 ms this is 80.47 s⁻¹. Numerical maximization of simulated signals for seven windows, with t₁ from 0.5 to 50 ms, gave seven peak temperatures. Three of them are

228.51 K: e = 804.72 s⁻¹, ln(e/T²) = −4.173.
209.07 K: e = 80.47 s⁻¹, ln(e/T²) = −6.297.
192.58 K: e = 8.05 s⁻¹, ln(e/T²) = −8.436,

with e/T² in s⁻¹ K⁻². Between the outer two points 1/kT changes from 50.78 to 60.26 eV⁻¹, so

E_app ≈ (8.436 − 4.173)/(60.26 − 50.78) = 0.450 eV.

A least-squares line through all seven points also gives 0.450 eV, which is ΔH + E_B. Repeating the simulation with ΔS = 0 leaves 0.450 eV unchanged. Repeating it with E_B = 0, and the original entropy, gives 0.400 eV. Plotting ln e without the division by T² gives 0.486 eV; the excess of 0.036 eV is 2kT at the middle of the range.

At 209.07 K, kT = 0.01802 eV and TΔS = 0.0540 eV. Hence

ΔG = 0.4000 − 0.0540 = 0.3460 eV.

The slope energy exceeds ΔG by 0.104 eV, of which 0.054 eV is TΔS and 0.050 eV is the barrier. If 0.450 eV were used as ΔG together with the true cross section, the predicted rate would be too small by

exp(0.104/0.01802) ≈ 320.

The intercept gives σ_app = 2.0×10⁻¹⁴ cm², whereas the true cross section at this temperature is 6.2×10⁻¹⁷ cm². Their ratio is the same factor of about 320. The pair (E_app, σ_app) therefore reproduces the emission rates on the line, because the two differences cancel. It fails when σ_app is used to predict capture, or E_app to locate the occupation level.

**How to obtain the free energy**

Solving the emission formula for ΔG gives

ΔG = kT ln(σγT²/e).

This needs σ at the temperature where e is known. It can be measured by varying the length t of the filling pulse. If emission is negligible during the pulse, the empty traps obey dN_e/dt = −σvnN_e, so where n is uniform their number decays as exp(−σvnt). Near the edge of the depletion region n falls off and the traps fill more slowly, so their part of the signal has to be excluded or modelled separately. With the example's true cross section,

ΔG = 0.01802 × ln(6.233×10⁻¹⁷ × 6.455×10²¹ × 209.07²/80.47) = 0.346 eV.

The traps are half filled when μ = E_c − ΔG. If ΔH and ΔS stay constant up to 300 K, ΔG there is 0.322 eV. Placing the occupation level 0.450 eV below the band edge would then put it 0.128 eV too deep.

**What a real junction changes**

The level depth is in the rough range of the named defect, but the entropy and barrier are illustrative. An entropy of a few k is plausible. If the level keeps a fixed distance from the valence band, ΔG follows the gap and ΔS = −dE_g/dT. The rough silicon gap E_g = 1.17 − 4.7×10⁻⁴T²/(T + 640), in eV with T in K, then gives 2.4k at 209 K. In that case ΔH would drift by about 5 meV over the measured range.

The electric field brings a correction of similar size. For uniform doping N = 10¹⁵ cm⁻³, a total junction voltage V = 6 V and relative permittivity of about 12, the peak field is F = √(2qNV/ε) = 0.043 MV/cm. This is about 0.14 of a rough breakdown field of 0.3 MV/cm.

An electron raised to an energy u below the band edge can tunnel out. Stopping short of the edge gains a factor exp(2uτ/ħ), while the triangular barrier costs exp[−4√(2m)u^(3/2)/(3ħqF)]. The product is largest at u = q²F²τ²/(2m), where the rate is enhanced by

exp[q²F²τ³/(3mħ)].

Here 2τ/ħ is the fall of ln e per unit rise in E₀, averaged over the spacing of the discrete electron energies. In the vibrational model with λ = 0.06 eV that spacing is 10 meV, and the average is about 76 eV⁻¹ at 209 K, compared with 1/kT = 55.5 eV⁻¹. For a valley whose long axis lies across the field, m = 0.19 electron masses, and the rate then rises by a factor of about 1.14 at the peak field. Replacing D(ε) in the model by the density of states of a free electron in that field gives factors between about 1.06 and 1.32, and lowers the slope energy by about 4 to 10 meV, as E₀ is varied from 0.392 to 0.404 eV. These figures are for the mass 0.19. For a valley whose long axis lies along the field, m = 0.92, the factors lie between about 0.96 and 1.18 and the slope energy moves by less than 5 meV. In the tunnelling estimate the exponent varies as F², so traps in weaker fields are affected less.

For a donor, the emitted electron would also feel the attraction of the positive centre. The potential −q²/(4πεr) − qFr has its maximum at r = √[q/(4πεF)], which lowers the barrier by q√(qF/πε) ≈ 45 meV. The acceptor of the example is neutral after emission and lacks this Coulomb term.

Other corrections can be stated briefly. A thermometer reading 1 K high raises the fitted energy by 4.5 meV. If the transverse mass varies inversely with the gap, the slope shifts by 0.4 meV. Averaging the speed over the actual ellipsoids lowers v by 1.6% and leaves the slope alone. At a density of 10¹⁵ cm⁻³, n/N_c is 6×10⁻⁵, so the nondegenerate band is a good approximation.

With 10¹³ traps per cm³, the square-root dependence of capacitance on charge does not change the slope either. If the same region of the junction emits at every temperature, the signal depends on temperature only through the product et₁, and its peak selects the same value of et₁ in every window. In reality the edge of that region moves a little as the crystal is warmed. Treated as a sharp boundary, it lowers the slope energy here by roughly 0.4 to 0.6 meV. But the edge is not sharp: traps there lie in the tail of the free-electron density and relax at the faster rate e + σvn, and this zone widens on warming, which steepens the line. With both effects and a long filling pulse, the slope energy rises by 0.2 to 0.7 meV when the pulse takes the total junction voltage from 6 V to 1 or 2 V, by about 2 meV for 4 V, and by about 8 meV for 5.5 V, where the emitting layer is thin. Clustered implantation damage is different: it can spread the emission rates, and one trap with one ΔH then no longer describes the transient. That spread is not included in these numbers.
